# Why Attachment of Slow Electrons Raises the Mean Energy of the Rest

Let $F(\varepsilon,t)\,d\varepsilon$ be the number of free electrons per unit volume with kinetic energy between $\varepsilon$ and $\varepsilon+d\varepsilon$. The electron density is $n=\int_0^\infty F\,d\varepsilon$, and the average of any function $g(\varepsilon)$ over the electrons present at time $t$ is

$$\langle g\rangle=\frac1n\int_0^\infty g(\varepsilon)F(\varepsilon,t)\,d\varepsilon .$$

An electron of energy $\varepsilon$ attaches to a gas molecule with frequency

$$\nu(\varepsilon)=N\sigma(\varepsilon)v(\varepsilon),$$

where $N$ is the density of attaching molecules, $\sigma$ the attachment cross section and $v=\sqrt{2\varepsilon/m}$ the speed of an electron of mass $m$. Molecular motion is neglected beside electron motion. Energies and temperatures are in eV, so $T$ stands for Boltzmann's constant times the temperature.

Two averages describe attachment:

$$\nu_a=\langle\nu\rangle,\qquad \varepsilon_a=\frac{\langle\nu\varepsilon\rangle}{\langle\nu\rangle}.$$

The first is the mean attachment frequency. The second is the mean energy of the electrons being attached, since each energy is weighted by the rate at which electrons of that energy disappear. "Heating" here means a rise in the mean energy of the free electrons. It does not mean that attachment gives energy to any of them.

## Removing one electron

Take $M$ electrons with mean energy $\langle\varepsilon\rangle$ and remove one of energy $\varepsilon_a$. The total energy falls from $M\langle\varepsilon\rangle$ to $M\langle\varepsilon\rangle-\varepsilon_a$, and $M-1$ electrons share what is left. The change in the mean is

$$\frac{M\langle\varepsilon\rangle-\varepsilon_a}{M-1}-\langle\varepsilon\rangle
=\frac{M\langle\varepsilon\rangle-\varepsilon_a-(M-1)\langle\varepsilon\rangle}{M-1}
=\frac{\langle\varepsilon\rangle-\varepsilon_a}{M-1}.$$

If the lost electron was slower than average, the mean rises. For example, 100 electrons with mean energy 0.45 eV have 45 eV in all. Removing one of 0.1125 eV leaves 44.8875 eV among 99 electrons, or 0.4534 eV each. The survivors have the energies they had before; the average is now taken over a different group.

## The heating rate

Suppose that the plasma is uniform and that attachment is the only process acting. Each energy group then decays at its own rate:

$$\frac{\partial F}{\partial t}=-\nu(\varepsilon)F.$$

Integration over energy gives the number balance,

$$\frac{dn}{dt}=-\int_0^\infty\nu F\,d\varepsilon=-n\nu_a .$$

Multiplication by $\varepsilon$ before integration gives the energy balance,

$$\frac{d(n\langle\varepsilon\rangle)}{dt}=-\int_0^\infty\nu\varepsilon F\,d\varepsilon
=-n\langle\nu\varepsilon\rangle=-n\nu_a\varepsilon_a .$$

The total electron energy therefore falls. To find the change per electron, expand the left side by the product rule and insert the number balance:

$$n\frac{d\langle\varepsilon\rangle}{dt}+\langle\varepsilon\rangle(-n\nu_a)=-n\nu_a\varepsilon_a .$$

Moving the second term to the right and dividing by $n$ gives

$$\boxed{\frac{d\langle\varepsilon\rangle}{dt}=\nu_a\left(\langle\varepsilon\rangle-\varepsilon_a\right)}$$

This is the heating rate per remaining electron. The positive term comes from the shrinking number of electrons that share the energy. The negative term is the energy carried away.

Other processes add their own terms. Collisions between electrons conserve both their number and their total energy, so their term in $\partial F/\partial t$ contributes nothing to either balance. The boxed rate still holds at each instant, with averages over the current distribution. Such collisions do change that distribution, and so affect the later values of $\nu_a$ and $\varepsilon_a$.

## When the sign is positive

Inserting the definitions of $\nu_a$ and $\varepsilon_a$ turns the result into

$$\frac{d\langle\varepsilon\rangle}{dt}
=\langle\nu\rangle\langle\varepsilon\rangle-\langle\nu\varepsilon\rangle .$$

The right side is minus the covariance of attachment frequency and energy. To see its sign, draw two energies $\varepsilon$ and $\varepsilon'$ independently from the same distribution. Expanding the product and averaging over both gives

$$\frac12\left\langle[\nu(\varepsilon)-\nu(\varepsilon')](\varepsilon-\varepsilon')\right\rangle
=\frac12\left(2\langle\nu\varepsilon\rangle-2\langle\nu\rangle\langle\varepsilon\rangle\right)
=\langle\nu\varepsilon\rangle-\langle\nu\rangle\langle\varepsilon\rangle .$$

If $\nu$ decreases with energy, the two brackets on the left have opposite signs for every pair of different energies. The covariance is then negative and the mean energy rises, whatever the shape of a distribution with some spread in energy. If $\nu$ is constant, attachment samples all electrons equally and the mean does not change.

The condition concerns the frequency, not the cross section alone. Consider a Maxwellian distribution,

$$\frac{F}{n}=\frac{2}{\sqrt\pi\,T^{3/2}}\sqrt\varepsilon\,e^{-\varepsilon/T},
\qquad \langle\varepsilon\rangle=\frac32T,$$

and a power law $\nu\propto\varepsilon^a$ with $a>-3/2$, so that the integrals converge. The mean attached energy is

$$\varepsilon_a=
\frac{\int_0^\infty\varepsilon^{a+3/2}e^{-\varepsilon/T}d\varepsilon}
{\int_0^\infty\varepsilon^{a+1/2}e^{-\varepsilon/T}d\varepsilon}
=T\frac{\Gamma(a+5/2)}{\Gamma(a+3/2)}
=\left(a+\frac32\right)T,$$

where the last step uses $\Gamma(z+1)=z\Gamma(z)$. Hence $\langle\varepsilon\rangle-\varepsilon_a=-aT$. Since $v\propto\varepsilon^{1/2}$, a cross section $\sigma\propto\varepsilon^{-s}$ gives $a=1/2-s$. Heating requires $s>1/2$: the cross section must fall faster than $1/v$.

A cross section proportional to $\varepsilon^{-1/4}$ falls with energy and yet cools the electrons. With $T=0.3$ eV and $\nu=10^6$ s$^{-1}$ at 0.3 eV, the mean energy changes at $-7.8\times10^4$ eV/s. Attachment through a resonance well above the mean energy also cools. At the same temperature, the frequency $10^6\exp\{-[(\varepsilon-2\,\text{eV})/0.5\,\text{eV}]^2\}$ s$^{-1}$ gives $-2.3\times10^4$ eV/s.

## A solvable model of slow-electron attachment

A simple frequency that favours slow electrons is

$$\nu(\varepsilon)=Nk_0e^{-\varepsilon/w},$$

where $k_0$ is the rate coefficient at zero energy and $w$ is the energy width. The corresponding cross section, $\sigma=k_0e^{-\varepsilon/w}/v$, falls faster than $1/v$.

For a Maxwellian, the product $\nu F$ contains two exponentials, which combine into one:

$$e^{-\varepsilon/T}e^{-\varepsilon/w}=e^{-\varepsilon/T'},\qquad
\frac1{T'}=\frac1T+\frac1w,\qquad T'=\frac{Tw}{T+w}.$$

The attached electrons thus have a Maxwellian energy distribution with the lower temperature $T'$. Using $\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/T'}d\varepsilon=(\sqrt\pi/2)T'^{3/2}$,

$$\nu_a=Nk_0\left(\frac{T'}T\right)^{3/2}
=Nk_0\left(1+\frac Tw\right)^{-3/2},
\qquad
\varepsilon_a=\frac32T'=\frac32\frac{Tw}{T+w}.$$

The energy difference is

$$\langle\varepsilon\rangle-\varepsilon_a
=\frac32\left(T-\frac{Tw}{T+w}\right)
=\frac32\frac{T(T+w)-Tw}{T+w}
=\frac32\frac{T^2}{T+w},$$

and so

$$\frac{d\langle\varepsilon\rangle}{dt}
=Nk_0\left(1+\frac Tw\right)^{-3/2}\frac32\frac{T^2}{T+w}.$$

When $T\ll w$, nearly all electrons attach at the same frequency, and the energy difference shrinks to $3T^2/(2w)$. When $T\gg w$, the attached electrons carry little energy, but few electrons are slow enough to attach. Since the rate is proportional to $T^2(T+w)^{-5/2}$, its maximum follows from setting the logarithmic derivative to zero:

$$\frac2T-\frac{5}{2(T+w)}=0\quad\Longrightarrow\quad T=4w .$$

## Numbers for an argon–SF6 afterglow

Consider the period after power is switched off in a pulsed argon etching plasma containing some SF6, a strong attacher of slow electrons. The chosen conditions are 20 mTorr, 300 K, 2% SF6, an electron density of $10^{11}$ cm$^{-3}$ and $T=0.3$ eV. The ideal-gas law gives $N=1.288\times10^{13}$ cm$^{-3}$. The round values $k_0=3\times10^{-7}$ cm$^3$/s and $w=0.1$ eV are illustrative. They give a rate coefficient of the right size for SF6 with electrons at 300 K, but are not fitted to its cross section at higher energies.

With $T/w=3$, the factor $(1+3)^{-3/2}$ is $1/8$, and

$$\nu_a=\frac{3.863\times10^6\ \text{s}^{-1}}8=4.83\times10^5\ \text{s}^{-1}.$$

The two mean energies are

$$\langle\varepsilon\rangle=\frac32(0.3)=0.45\ \text{eV},\qquad
\varepsilon_a=\frac32\,\frac{0.3\times0.1}{0.4}=0.1125\ \text{eV}.$$

The heating rate is therefore

$$4.83\times10^5\times(0.45-0.1125)
=1.63\times10^5\ \text{eV/s}=0.163\ \text{eV}/\mu\text{s}.$$

This was tested by letting each energy group decay at its own frequency and taking the time difference of the mean energy, which gave the same $1.63\times10^5$ eV/s.

## What happens as attachment proceeds

The initial rate does not by itself determine the later mean energy. That depends on whether collisions replace the slow electrons that have been lost.

**No refilling.** Each group decays independently:

$$F(\varepsilon,t)=F(\varepsilon,0)e^{-\nu(\varepsilon)t}.$$

The slow part of the distribution empties first. The derivation of the heating rate, with $\varepsilon$ replaced by any fixed function $g(\varepsilon)$, gives $d\langle g\rangle/dt=\langle\nu\rangle\langle g\rangle-\langle\nu g\rangle$. For $g=\nu$ this becomes

$$\frac{d\nu_a}{dt}=-\left(\langle\nu^2\rangle-\langle\nu\rangle^2\right)\le0,$$

so the mean attachment frequency cannot rise. The survivors are increasingly those that attach poorly.

In the example, half of the electrons are gone after 5.86 µs, and the mean energy of the rest is 0.700 eV. By then $Nk_0t=22.7$, and the exponent $\nu t$ equals one at $\varepsilon=w\ln22.7\approx0.31$ eV. Electrons well below that energy have nearly disappeared. The heating rate has dropped to $1.5\times10^4$ eV/s, about 9% of its initial value. As a separate test, one million electrons were given random Maxwellian velocities and removed at random with their own attachment frequencies. The survivors at 5.86 µs had a mean energy of 0.701 eV, although no electron's energy had been altered.

**Fast refilling.** If electron–electron collisions restore a Maxwellian much faster than attachment distorts it, $T$ is the only changing parameter of its shape. Then $\langle\varepsilon\rangle=3T/2$, and the two balances become

$$\frac32\frac{dT}{dt}=\nu_a\frac32\frac{T^2}{T+w},
\qquad \frac{d\ln n}{dt}=-\nu_a .$$

Cancelling $3/2$ and dividing the first by the second removes both time and $\nu_a$:

$$\frac{dT}{d\ln n}=-\frac{T^2}{T+w}
\quad\Longrightarrow\quad
\left(\frac1T+\frac w{T^2}\right)dT=-d\ln n .$$

Integration from $(n_0,T_0)$ to $(n,T)$ gives

$$\ln\frac T{T_0}+w\left(\frac1{T_0}-\frac1T\right)=\ln\frac{n_0}n .$$

For $T_0\gg w$ the second term on the left is small and $T$ is nearly proportional to $1/n$. Almost all the energy then remains, shared among fewer electrons.

At half density the solution is $T=0.521$ eV. The two terms on the left are 0.552 and 0.141, whose sum is $\ln2=0.693$. A calculation that alternated short periods of attachment with restoration of a Maxwellian of the same energy also gave 0.521 eV. The mean energy is 0.781 eV, reached after 2.01 µs.

The heating rate at that point is $1.64\times10^5$ eV/s, almost the same as at the start. The rate has its maximum at $T=4w=0.4$ eV, and the temperature has passed from one side of it to the other. That the two rates nearly agree is particular to these starting and end points. The energy difference has grown while the attachment frequency has fallen.

Fast refilling leaves a higher mean energy at the same density because the electrons lost up to then were slower. Let the initial density be one unit, with energy 0.45 eV. Half a unit has been removed, so the average energy taken per lost electron is

$$\frac{0.45-0.5\times0.781}{0.5}\approx0.12\ \text{eV}$$

with refilling, and

$$\frac{0.45-0.5\times0.700}{0.5}\approx0.20\ \text{eV}$$

without it. In the first case collisions keep supplying slow electrons, while the energy those electrons give up stays with the others. In the second, attachment must draw on faster electrons once the slow ones are gone. Even with refilling, the total electron energy falls to 87% of its initial value.

## How far the example represents a real afterglow

The pressure and electron density are in the range of low-pressure inductively coupled etching plasmas. The 2% of SF6 means intact SF6, since the discharge breaks up part of the supplied gas. At fixed pressure and fixed $k_0$ and $w$, the initial heating rate is proportional to the SF6 fraction and inversely proportional to gas temperature, so a gas at 600 K would halve it. The width matters as well: halving $w$ at fixed $k_0$ lowers the rate to $8.0\times10^4$ eV/s, about half. The calculated rate therefore belongs to the model. Heating by real SF6 may differ from it, because the model's cross section was not fitted at the energies that matter at 0.3 eV.

The largest loss among those estimated is vibrational excitation of SF6. A rough constant cross section of $10^{-15}$ cm$^2$ above a threshold of 0.1 eV, with 0.1 eV lost per collision, gives an initial loss of $4.5\times10^4$ eV/s. This is 28% of the attachment heating. In the fast-refilling case it grows to 37% at half density. Both processes are proportional to $N$, so changing the SF6 fraction at fixed electron temperature does not alter these ratios.

Escape to the walls obeys the same counting rule as attachment, but removes energetic electrons. Take a 10 cm gap, an edge-to-centre density ratio of 0.4 and ions leaving at the sound speed. The escape frequency is then $6.8\times10^3$ s$^{-1}$. Each escaping electron removes about 2.15 eV, made up of $2T$ of kinetic energy at the wall and the energy spent climbing the potential barrier before it. The contribution to the mean is

$$6.8\times10^3\times(0.45-2.15)\approx-1.2\times10^4\ \text{eV/s},$$

or 7% of the attachment heating. It is probably too high: at 20 mTorr ions collide many times on the way to the wall, which brings the edge-to-centre ratio down to 0.15 or less. The loss falls roughly in proportion, though slightly less, because the barrier grows as the ratio falls. The estimate also uses the barrier of a plasma without negative ions, and will change as they accumulate. Elastic collisions with argon, for a rough cross section of $10^{-16}$ cm$^2$, remove only about 40 eV/s.

Subtracting the vibrational and wall losses from the initial heating leaves

$$(16.3-4.5-1.2)\times10^4\approx1.1\times10^5\ \text{eV/s}.$$

With these inputs the mean energy still rises, at about two thirds of the rate from attachment alone. This also limits the example. For a Maxwellian, the same heating and loss terms balance only near $T\approx0.9$ eV, or about 1.3 eV with an edge ratio of 0.15. A plasma cooling from a few eV under these terms alone would level off there rather than reach 0.3 eV, so the starting state is an assumed initial condition, not one this model afterglow passes through. If the attachment heating were three times smaller, these losses would roughly cancel it, so the sign of the net change in a real SF6 afterglow is not settled by this example. The half-density mean energies found above omit these losses, and are therefore more than 0.1 eV higher than they would be with attachment and the losses acting together. Detachment from negative ions and energy returned by excited argon atoms have not been included or sized.

Neither refilling limit is exact, though fast refilling is much the closer of the two under these conditions. The electron–electron collision frequency is initially $1.6\times10^7$ s$^{-1}$, about four times the attachment frequency of the slowest electrons. At half density on the fast-refilling path, the ratio has fallen to about one, because the electrons are both fewer and hotter. The slowest electrons are then partly depleted and a Maxwellian is only approximate. An accurate account of the later evolution requires the distribution to be calculated with collisions and attachment together. Depletion of SF6 is a much smaller concern: only 0.4% of it has been used when half the electrons have attached.

If power is supplied during attachment, or ionization adds new electrons, the measured mean energy need not rise. It may be constant or falling while attachment still contributes the positive term $\nu_a(\langle\varepsilon\rangle-\varepsilon_a)$. The full list of computed values is in the numerical output.

## Numbers as computed

```
Pressure: 20 mTorr; gas: 300 K
SF6 fraction: 2 %; density: 1.288e+13 cm^-3
Initial electron density: 1.0e+11 cm^-3
Initial electron temperature: 0.30 eV
k0: 3.0e-07 cm^3/s; width w: 0.10 eV
Model cross section at 0.1 eV: 5.88e-15 cm^2
Rate coefficient, electrons at 300 K: 2.12e-07 cm^3/s
Rate coefficient at initial T: 3.750e-08 cm^3/s
Zero-energy attachment frequency: 3.863e+06 s^-1
Mean attachment frequency: 4.828e+05 s^-1
Mean electron energy: 0.4500 eV
Mean attached-electron energy: 0.1125 eV
Energy difference: 0.3375 eV
Heating rate, formula: 1.6295e+05 eV/s
Heating rate, time difference: 1.6295e+05 eV/s
Heating rate: 0.1630 eV/us
Mean after removing 1 of 100: 0.45341 eV
Constant 1e6 s^-1 frequency: 0.0 eV/s
Resonance (2 eV, width 0.5 eV, peak 1e6 s^-1): -2.276e+04 eV/s
Sigma ~ E^(-1/4), 1e6 s^-1 at 0.3 eV: -7.778e+04 eV/s
No refill, half-density time: 5.864 us
No refill, half-density mean energy: 0.7003 eV
Same, random removal: 0.7006 eV
No refill, heating rate then: 1.493e+04 eV/s
Fast refill, half-density time: 2.009 us
Fast refill, half-density T, formula: 0.5209 eV
Fast refill, half-density T, stepping: 0.5209 eV
Fast refill, half-density mean energy: 0.7814 eV
Fast refill, heating rate then: 1.637e+05 eV/s
Fast refill, total energy left: 86.8 %
Rough vibration inputs: 1e-15 cm^2, 0.1 eV
Vibrational loss, start: 4.51e+04 eV/s
Vibrational loss / heating, start: 28 %
Vibrational loss / heating, fast-refill half density: 37 %
Rough Ar elastic cross section: 1e-16 cm^2
Elastic loss to Ar: 38.1 eV/s
Wall gap: 10 cm; edge/centre density: 0.4
Wall escape frequency: 6.81e+03 s^-1
Energy removed per wall escape: 2.15 eV
Wall cooling: 1.16e+04 eV/s
Wall cooling / heating: 7.1 %
Electron-electron frequency, start: 1.59e+07 s^-1
Its ratio to zero-energy attachment, start: 4.12
Same ratio, fast-refill half density: 1.02
SF6 used at half density: 0.39 %
Heating rate if w is halved: 8.044e+04 eV/s
```
